# Initial Slope of the Gel Curve for Trifunctional Metal-Oxide Clusters

Consider a film of identical clusters, each with three linking sites, in which a dose $D$ converts a fraction $p=1-e^{-kD}$ of the sites into bonds. If the converted sites pair at random and the finite molecules contain no loops, the gel fraction $G$ is zero up to the threshold dose $D_c=(\ln 2)/k$ and then rises with the one-sided slope

$$\left.\frac{dG}{d\ln D}\right|_{D_c^+}=6\ln 2\approx 4.16 .\tag{1}$$

The slope does not depend on $k$. Just below threshold it is zero, so the curve has a kink at $D_c$. Per decade of dose, (1) is multiplied by $\ln 10$ and becomes 9.58.

## The model

The gel is the one molecule that grows in proportion to the size of the film; everything else is the sol, which a developer can dissolve. $G$ is the fraction of clusters in the gel. Because all clusters are taken to have the same mass, it is also the mass fraction.

Exposure acts on each site through independent random events whose mean number is $kD$. A site is converted if at least one event has struck it. The Poisson probability of no event is $e^{-kD}$, so with $x=kD$

$$p=1-e^{-x},\qquad \frac{dp}{d\ln D}=D\,\frac{dp}{dD}=x\,e^{-x}.\tag{2}$$

Converted sites are then joined in pairs, at random and without regard to position, and every converted site finds a partner. The number of clusters tends to infinity. In this limit the surroundings of a given cluster, followed to any fixed number of bonds, form a tree with probability approaching one, since a new bond has a vanishing chance of returning to one of the few clusters already visited. This is the sense of "loop-free". The gel may close on itself over long distances, which does not affect the argument below.

## Finite branches

Choose a site at random and look outward from it. Let $u_n$ be the probability that the branch starting there has fewer than $n$ generations of bonds, with $u_0=0$. There are two ways for this to happen with $n+1$ in place of $n$. The site may be unconverted, with probability $1-p$. Or it may be converted, with probability $p$, and lead to a cluster whose two remaining sites each carry a branch of fewer than $n$ generations. On a tree these two branches are independent, so their probabilities multiply:

$$u_{n+1}=1-p+p\,u_n^2 .\tag{3}$$

The probability $u$ that the branch is finite is the limit of $u_n$, and it satisfies

$$u=1-p+p\,u^2\quad\Longleftrightarrow\quad (u-1)\,\bigl[p\,u-(1-p)\bigr]=0 .\tag{4}$$

Multiplying out the factored form gives $pu^2-u+1-p=0$, which is the first equation rearranged. The roots are $u=1$ and $u=(1-p)/p$.

The recursion decides between them. The function $F(u)=1-p+pu^2$ increases on $0\le u\le 1$. Since $u_1=1-p\ge u_0$, applying $F$ repeatedly gives $u_{n+1}\ge u_n$ for every $n$. If $r$ is any root in this interval and $u_n\le r$, then $u_{n+1}=F(u_n)\le F(r)=r$. The sequence therefore rises to a limit that exceeds no root, and this limit is the smaller root:

$$u=\begin{cases}1, & p\le \tfrac12,\\[2pt] (1-p)/p, & p>\tfrac12 .\end{cases}\tag{5}$$

The threshold $p_c=\tfrac12$ has a direct meaning. A cluster reached through one bond has two further sites, which provide $2p$ onward bonds on average. Branches can continue without end once this number exceeds one.

## The gel curve and its slope

A cluster belongs to the sol if all three of its sites lead to finite branches. The three branches are independent, so

$$G=1-u^3 .\tag{6}$$

Above threshold $u=1/p-1$, hence $du/dp=-1/p^2$ and

$$\frac{dG}{dp}=-3u^2\frac{du}{dp}=\frac{3u^2}{p^2}\;\longrightarrow\;3\cdot 1\cdot 4=12\qquad (p\to\tfrac12^+).\tag{7}$$

The condition $p=\tfrac12$ in (2) requires $e^{-x}=\tfrac12$, that is $x_c=kD_c=\ln 2$. At this point

$$\left.\frac{dp}{d\ln D}\right|_{D_c}=\frac{\ln 2}{2},\tag{8}$$

and the product of (7) and (8) is $6\ln 2$. The factor 12 belongs to the statistics of the network. The factor $(\ln 2)/2$ comes from the photochemistry, evaluated at the threshold conversion that the network sets.

The full curve follows from $(1-p)/p=e^{-x}/(1-e^{-x})=1/(e^x-1)$:

$$G=1-\frac{1}{(e^{x}-1)^3},\qquad x\ge\ln 2 .\tag{9}$$

Equation (9) was tested on random networks of one million clusters, in which Poisson events were placed on the sites and the converted sites paired at random. At $\ln(D/D_c)=0.1$, 0.2 and 0.5 the largest molecule held fractions 0.346, 0.575 and 0.898 of the clusters, against 0.345, 0.577 and 0.897 from (9). At $\ln(D/D_c)=-0.1$ it held 0.0007. The finite molecules of each network contained at most three loops in all, while the largest molecule at $\ln(D/D_c)=0.5$ contained about 76,000. The gel is thus far from loop-free, yet the tree argument gives its size.

## Shape above threshold

Differentiating (9) and multiplying by $x$ gives the slope at any dose above threshold,

$$S(x)=\frac{dG}{d\ln D}=\frac{3x\,e^x}{(e^x-1)^4}.\tag{10}$$

At $x=\ln 2$ this is $3\cdot\ln 2\cdot 2/1=6\ln 2$, as it must be. Its relative change with $\ln D$ is

$$\frac{d\ln S}{d\ln D}=1+x-\frac{4x\,e^x}{e^x-1}<1+x-4x=1-3x<0 .\tag{11}$$

The first inequality holds because $e^x/(e^x-1)>1$, the second because $x\ge\ln 2>\tfrac13$. The slope falls steadily, so in this model the onset is the steepest point of the curve.

The expansion about the onset shows how soon the tangent fails. Let $h=\ln(D/D_c)$. At $x=\ln 2$ the middle expression in (11) equals $1+\ln2-8\ln2=1-7\ln 2$. Hence $S\approx 6\ln2\,[1-(7\ln2-1)h]$, and integration over $h$ gives

$$G=6\ln 2\;h\left[1-\frac{7\ln 2-1}{2}\,h\right]+O(h^3).\tag{12}$$

The coefficient of $h$ in the bracket is nearly two. At $h=0.1$ the tangent alone predicts $G=0.416$, whereas (9) gives 0.345. A slope measured over an interval of this size is already well below the initial one.

At high dose (9) becomes $G\approx 1-e^{-3x}$. Since $e^{-3x}=(1-p)^3$, this limit is the fraction of single clusters with no converted site. Their share of the sol is $(1-p)^3/u^3=p^3$, which exceeds one half only for $x$ above about 1.6.

## Other functionalities and conversion laws

For clusters with $f\ge3$ sites, a cluster reached through a bond has $f-1$ further sites, so $u=1-p+p\,u^{f-1}$ and $G=1-u^f$. Write $u=1-\epsilon$ and expand to second order:

$$\epsilon=p(f-1)\,\epsilon-\tfrac12\,p(f-1)(f-2)\,\epsilon^2+\dots$$

The nonzero solution is

$$\epsilon\approx\frac{2\,[p(f-1)-1]}{p(f-1)(f-2)} .\tag{13}$$

It vanishes at $p_c=1/(f-1)$. There the denominator equals $f-2$, so $d\epsilon/dp=2(f-1)/(f-2)$. To first order $G\approx f\epsilon$, and therefore

$$\left.\frac{dG}{dp}\right|_{p_c^+}=\frac{2f(f-1)}{f-2}.\tag{14}$$

For $f=3$ this is 12, in agreement with (7). For $f=4$ it is again 12, but the threshold moves to $p_c=\tfrac13$, where $e^{-x}=\tfrac23$ and $dp/d\ln D=\tfrac23\ln\tfrac32$. The initial slope is then $8\ln\tfrac32$. This is smaller than $6\ln 2$, because $(3/2)^8\approx 26$ is less than $2^6=64$. With the same $k$, a fourth site lowers the threshold dose and makes the onset less steep on the logarithmic dose axis. On a linear axis the order is reversed: $dG/dx$ at threshold is $12\cdot\tfrac23=8$ for $f=4$ against $12\cdot\tfrac12=6$ for $f=3$.

The conversion law matters as much. Suppose that each site has one fixed neighbour and that a bond forms only if both partners have been activated. With $q=1-e^{-x}$ the conversion is $p=q^2$, and

$$\left.\frac{dG}{d\ln D}\right|_{D_c^+}=12\cdot 2q(1-q)\,x,\qquad q=\frac{1}{\sqrt2},\quad x=-\ln(1-q).\tag{15}$$

This equals 6.10. The need for two events makes the onset steeper in $\ln D$, at the cost of a higher threshold dose for the same $k$. Per unit of $x$ the slope is $12\cdot 2q(1-q)=4.97$, below the value 6 of the one-event law.

## Worked example

Take a negative-tone metal-oxide film of thickness 20 nm, exposed at a wavelength of 13.5 nm, with $k=0.05$ cm²/mJ. The threshold dose is

$$D_c=\frac{0.6931}{0.05\ \text{cm}^2/\text{mJ}}=13.86\ \text{mJ/cm}^2 .$$

For the moment let the dose be uniform through the film. If all sol dissolves, and the gel adheres and keeps its density, the retained thickness is $20\,G$ nm. At $D=20$ mJ/cm², $x=1$ and $p=1-e^{-1}=0.632$, so $G=1-(e-1)^{-3}=0.803$ and 16.1 nm remain. At 15 mJ/cm² the same steps give $G=0.28$ and 5.6 nm. Just above threshold, a dose increase of one per cent adds about $4.16\times0.01\times20\approx0.8$ nm.

The onset tangent reaches $G=1$ after an interval $1/(6\ln2)=0.240$ in $\ln D$, at $13.86\,e^{0.240}=17.6$ mJ/cm². The true gel fraction at that dose is only 0.65. To find the dose for a chosen gel fraction, solve (9) for $x$:

$$kD=\ln\!\left[1+(1-G)^{-1/3}\right].\tag{16}$$

For $G=0.9$ this gives $\ln(1+2.154)=1.149$, or 23.0 mJ/cm². The mean slope between threshold and 90 % gel is $0.9/\ln(22.98/13.86)=1.8$, less than half the initial slope. A quoted contrast therefore has to name the interval over which it was taken.

## Absorption through the film

Let the film absorb with coefficient $\alpha=20$ per µm, and let $D$ now be the dose at the top surface. The dose at depth $z$ is $De^{-\alpha z}$. For thickness $L$ the product $a=\alpha L$ is 0.40, and the bottom receives 0.67 of the top dose. If each depth follows (9) with its own dose, the film average is

$$\bar G(\ln D)=\frac1a\int_0^a G(\ln D-s)\,ds,\tag{17}$$

where $s=\alpha z$ and $G$ is written as a function of $\ln D$. Since $\partial G/\partial\ln D=-\partial G/\partial s$ in the integrand, the integral of the derivative reduces to its end values:

$$\frac{d\bar G}{d\ln D}=\frac{G(\ln D)-G(\ln D-a)}{a}.\tag{18}$$

At the onset both terms vanish, and the averaged curve starts with zero slope. As long as the bottom is below threshold the second term stays zero and the slope grows. Once the bottom has gelled, (11) makes the second term rise faster than the first, and the slope falls. The maximum thus lies at $D=D_ce^{a}=20.7$ mJ/cm² and equals $G(\ln D_c+a)/a=2.08$, which for this value of $a$ happens to be close to half of $6\ln 2$. In the limit $a\to0$ this expression returns to (1).

Between 13.9 and 20.7 mJ/cm² the gel in this description lies above soluble material. It can be carried away during development, and the retained thickness can then fall below $L\bar G$. For a film of this absorption, (1) describes a thin layer at uniform dose and not the measured thickness of the whole film.

## Relation to real resists

In organotin-oxo resists, a prominent class of metal-oxide resists, exposure removes organic ligands from tin, and condensation then forms oxygen bridges between clusters. The thickness and absorption used here are roughly typical of such films at 13.5 nm. The value of $k$ is a round choice that places the threshold at a plausible dose. Three sites per cluster is a simplification, since large tin-oxo cages carry more ligands than that, and (14) shows how the network factor depends on their number. Condensation also depends on baking and moisture, which the single constant $k$ does not resolve.

Independent conversion of the sites is a poor assumption for such a film. A photon carries 91.8 eV, so the threshold dose corresponds to 9.4 photons per nm², of which $0.020\times9.42=0.19$ per nm³ are absorbed near the top. With an assumed round density of one cluster per nm³, the threshold requires $3\times\tfrac12\times\tfrac12=0.75$ bonds per nm³, the last factor arising because two sites share a bond. Each absorbed photon must then produce about four bonds, and these lie close together. The number scales with the cluster density. For large Sn$_{12}$ cages, at about half a cluster per nm³ and the same absorption, it is about two. If the released electrons act within an assumed radius of 2 nm, such a sphere contains 6.3 absorbed photons on average. The Poisson fluctuation is $1/\sqrt{6.3}=0.40$ of the mean, larger than the tangent width of 0.24 in $\ln D$. On this scale the local dose varies by more than the whole interval that the tangent spans. The comparison is sensitive to the radius: for 3 nm the fluctuation is 0.22, slightly below the tangent width. The resulting change in the macroscopic slope has not been calculated here.

Two further assumptions, the conversion law and the absence of small loops, can be varied at fixed $k$. If both partners must be activated, as in (15), the threshold rises from 13.9 to 24.6 mJ/cm² and the slope from 4.16 to 6.10. If one bond in ten is wasted in small loops, and this loss is treated as random, then $p=0.9\,(1-e^{-x})$ is the effective conversion. The threshold becomes 16.2 mJ/cm² and the slope 3.89. The shift depends on how the wasted bonds are placed: if the same tenth close within single clusters, the threshold is 15.0 mJ/cm².

Random loss does not capture what loops do very close to threshold. Clusters in a solid film bond to neighbours, not to partners anywhere in the film. It is a known result of three-dimensional percolation, not derived here, that the gel fraction then grows as a power of $p-p_c$ with an exponent below one, so that its slope at the threshold itself is infinite. The threshold moves as well. On a three-coordinated three-dimensional net of ten-membered rings, with bonds present independently with probability $p$, the gel appears near $p\approx0.55$ instead of $\tfrac12$. With (2) and the $k$ used here this is about 16 mJ/cm², so no gel forms at 15 mJ/cm². The finite value $6\ln2$ and the threshold $kD_c=\ln 2$ are properties of the mean-field network.

## Table of computed values

```
Random network: 1000000 clusters
 ln(D/Dc)=-0.1: largest 0.0007, formula 0.0000, loops: finite 3, largest 0
 ln(D/Dc)=+0.1: largest 0.3462, formula 0.3446, loops: finite 2, largest 1109
 ln(D/Dc)=+0.2: largest 0.5749, formula 0.5766, loops: finite 0, largest 7541
 ln(D/Dc)=+0.5: largest 0.8983, formula 0.8973, loops: finite 0, largest 76241
Threshold k*Dc = 0.6931 (ln 2 = 0.6931)
Initial slope from trees = 4.159 per unit ln D
6 ln 2 = 4.1589 per unit ln D
Initial slope = 9.576 per decade of dose
k = 0.05 cm2/mJ, thickness = 20 nm
Absorption = 20 per um, clusters = 1.0 per nm3
Threshold dose Dc = 13.86 mJ/cm2
 D=12 mJ/cm2: p=0.4512, G=0.0000, retained 0.00 nm
 D=14 mJ/cm2: p=0.5034, G=0.0401, retained 0.80 nm
 D=15 mJ/cm2: p=0.5276, G=0.2825, retained 5.65 nm
 D=16 mJ/cm2: p=0.5507, G=0.4567, retained 9.13 nm
 D=18 mJ/cm2: p=0.5934, G=0.6784, retained 13.57 nm
 D=20 mJ/cm2: p=0.6321, G=0.8029, retained 16.06 nm
 D=25 mJ/cm2: p=0.7135, G=0.9353, retained 18.71 nm
 D=30 mJ/cm2: p=0.7769, G=0.9763, retained 19.53 nm
Tangent width 1/(6 ln 2) = 0.2404 in ln D
Tangent reaches G=1 at 17.63 mJ/cm2
True G at that dose = 0.6468
Dose for G=0.9: 22.98 mJ/cm2
Absorption depth product = 0.40, bottom/top dose = 0.670
Film-averaged greatest slope = 2.08 per unit ln D
Bottom of film gels at top dose 20.68 mJ/cm2
Wavelength = 13.5 nm, photon energy = 91.84 eV
Photons at Dc = 9.42 per nm2
Absorbed at top = 0.188 per nm3
Bonds at threshold = 0.75 per nm3
Bonds per absorbed photon = 3.98
Photons within 2 nm radius = 6.31
Relative photon noise there = 0.40
Both sites needed: Dc = 24.56 mJ/cm2, slope = 6.10 per ln D
Loop loss 10%: Dc = 16.22 mJ/cm2, slope = 3.89 per ln D
```
